# Relative Pressure of Toluene over a Nanometre-Scale Meniscus

## Problem

The pores of a low-k dielectric film can be sized by exposing the film to a vapour that condenses in them. As the vapour pressure is lowered, a pore that empties by the retreat of its meniscus does so at a pressure that depends on its width. Converting that pressure into a length requires the relation between vapour pressure and meniscus radius.

Liquid toluene, C$_7$H$_8$, at $T=298$ K fills a cylindrical pore that it wets completely. The liquid meets its vapour at a hemispherical meniscus of radius $r=2.0$ nm. Find the relative pressure $p/p_0$ at which liquid and vapour are in equilibrium. Here $p$ is the vapour pressure in the pore and $p_0$ is the saturation pressure over a flat liquid surface at the same temperature. Then invert the relation, so that a relative pressure gives a radius.

The material data are rough values:

- surface tension $\gamma=28$ mN/m
- liquid density $\rho=0.86$ g/cm$^3$
- saturation pressure $p_0=3.8$ kPa

These inputs justify at most two digits in the answer. A third digit is kept below where two results are compared.

## First estimate by scaling

A pore of radius $r$ has a surface-to-volume ratio of order $1/r$. One mole of liquid, of volume $V$, is therefore associated with an area of order $V/r$ and a surface energy of order $\gamma V/r$. When a wetted pore empties, liquid-vapour surface is created on the film left behind on the wall. Emptying therefore costs surface energy, and the liquid can stay in the pore at a vapour pressure below $p_0$.

The competing energy is $RT$ per mole, where $R$ is the gas constant. It sets the change in the chemical potential of an ideal vapour when its pressure changes by a factor of order one. The estimate is thus

$$
\ln\frac{p}{p_0}\sim-\frac{\gamma V}{rRT}.
$$

The molar volume follows from the molar mass $M=92.14$ g/mol:

$$
V=\frac{M}{\rho}=\frac{92.14}{0.86}\ \mathrm{cm^3/mol}=107.1\ \mathrm{cm^3/mol}.
$$

The two energies are

$$
\frac{\gamma V}{r}=\frac{(0.028)(1.071\times10^{-4})}{2.0\times10^{-9}}\ \mathrm{J/mol}=1.50\times10^{3}\ \mathrm{J/mol},
$$

$$
RT=(8.3145)(298)\ \mathrm{J/mol}=2.478\times10^{3}\ \mathrm{J/mol}.
$$

Their ratio is 0.605. With the unknown numerical factor set to one, the estimate is $p/p_0\sim e^{-0.605}=0.55$.

The scaling argument shows that the effect is large at this radius, and that the logarithm varies as $1/r$. It cannot supply the number multiplying $\gamma V/(rRT)$. Because that number sits in an exponent, it has to be derived.

## Exact solution within the continuum model

The model makes four assumptions. The vapour is ideal, the liquid is incompressible, and $\gamma$ keeps its flat-surface value. The wall holds a thin film of fixed thickness, but its attraction on the rest of the liquid is neglected. The radius $r$ is measured to the surface of this film, so it is the radius of the open core of the pore.

### The pressure jump

Let $p_l$ be the pressure in the liquid. Move the meniscus a distance $dz$ into the liquid without changing its shape. The vapour gains the volume

$$
dV_v=\pi r^2\,dz,
$$

and the liquid loses the same volume. The hemispherical cap is only displaced, so its area does not change. The newly exposed surface is the side of a cylinder:

$$
dA=2\pi r\,dz.
$$

The pressures do the net work $(p-p_l)\,dV_v$, and creating the surface costs $\gamma\,dA$. At equilibrium a small displacement neither gains nor costs energy, so these are equal:

$$
p-p_l=\gamma\frac{dA}{dV_v}=\gamma\,\frac{2\pi r\,dz}{\pi r^2\,dz}=\frac{2\gamma}{r}.
$$

The liquid pressure is lower than the vapour pressure because the vapour is on the concave side of the surface.

The cap must also be in equilibrium against changes of shape. Let a hemisphere be displaced outward along its normal by a small distance $\delta n$, which may vary over the surface and vanishes at the rim. An area element $dS$ of a sphere scales as the square of the radius, so to first order it grows by the factor

$$
\left(1+\frac{\delta n}{r}\right)^2\simeq1+\frac{2\,\delta n}{r}.
$$

Tilting of the surface contributes only at second order. Hence

$$
\delta A=\frac{2}{r}\int\delta n\,dS=\frac{2}{r}\,\delta V_v,
$$

and the same pressure jump balances every such deformation. A cap with another shape generally fails this condition. For a half-spheroid with height $r/2$, stretching the height gives $dA/dV_v=1.66/r$. The surface cost is then smaller than the work done by a pressure jump of $2\gamma/r$, and the flattened cap bulges further into the liquid.

### Equality of chemical potentials

At constant temperature, the chemical potential per mole changes with pressure as $d\mu=v\,dP$, where $v$ is the molar volume. The reference state is the flat surface, where both phases have pressure $p_0$ and equal chemical potentials.

For the ideal vapour $v=RT/P$, so

$$
\mu_v(p)-\mu_v(p_0)=\int_{p_0}^{p}\frac{RT}{P}\,dP=RT\ln\frac{p}{p_0}.
$$

For the incompressible liquid $v=V$, so

$$
\mu_l(p_l)-\mu_l(p_0)=V(p_l-p_0).
$$

In the pore the two chemical potentials are again equal. Since they were equal in the reference state, their changes must be equal. Inserting $p_l=p-2\gamma/r$ gives

$$
RT\ln\frac{p}{p_0}=-\frac{2\gamma V}{r}+V(p-p_0).
$$

This is the full balance of the model. The unknown $p$ appears on both sides, but the last term is very small. For $0<p<p_0$, its contribution to the logarithm is bounded by

$$
\left|\frac{V(p-p_0)}{RT}\right|<\frac{Vp_0}{RT}=1.6\times10^{-4}.
$$

Dropping it leaves the Kelvin equation:

$$
\frac{p}{p_0}=\exp\left(-\frac{2\gamma V}{rRT}\right).
$$

### Numbers

The pressure jump is

$$
\frac{2\gamma}{r}=\frac{2(0.028)}{2.0\times10^{-9}}\ \mathrm{Pa}=2.80\times10^{7}\ \mathrm{Pa}.
$$

Multiplication by $V$ gives $3.00\times10^3$ J/mol. The exponent has the magnitude

$$
\frac{2\gamma V}{rRT}=\frac{3.00\times10^3}{2.478\times10^3}=1.211,
$$

and therefore

$$
\frac{p}{p_0}=e^{-1.211}=0.298\simeq0.30.
$$

The vapour pressure itself is $0.298\times3.8$ kPa, or about 1.1 kPa. A numerical solution of the full balance gives a relative pressure of 0.2979, against 0.2980 from the Kelvin equation, so the dropped term has no practical effect here. The fourth digit belongs to the model only. Real toluene vapour has a second virial coefficient of roughly $-2300$ cm$^3$/mol, which changes the logarithm by about $2.5\times10^{-3}$, more than the dropped term, and lowers the relative pressure to about 0.297.

The vapour pressure is negligible beside the pressure jump, so the liquid pressure is about $-28$ MPa. The negative sign means that the liquid is under tension: the curved surface pulls on it. This tension lowers its chemical potential and allows it to coexist with a vapour at less than a third of the saturation pressure.

## Comparison of the two results

The estimate has the correct dependence on $\gamma$, $V$, $r$ and $T$, but its exponent is half the derived one. The Kelvin result is consequently the square of the estimate:

$$
(0.546)^2=0.298.
$$

Relative to the Kelvin result, the estimated pressure is too high by 83%. The ratio of estimate to result is $\exp[\gamma V/(rRT)]$, which grows as the radius shrinks.

In a wide pore the exponent is small, and $e^{-x}\simeq1-x$ gives

$$
1-\frac{p}{p_0}\simeq\frac{2\gamma V}{rRT}.
$$

Both expressions then approach $p/p_0=1$, as they must for a flat surface. The estimate still gives half the correct lowering of the pressure. The factor 2 thus matters at every radius, although its effect on the pressure itself fades in wide pores.

### A surface for which the factor is one

The factor depends on the shape of the surface. Consider a pore that is open at both ends and has not yet filled. Its liquid is a film on the wall, and the film surface is a cylinder of radius $r$ and length $L$. The vapour core has area and volume

$$
A=2\pi rL,\qquad V_v=\pi r^2L.
$$

The film thickness, held fixed until now, is here allowed to change. Then $r$ changes at fixed $L$, and

$$
\frac{dA}{dV_v}=\frac{2\pi L\,dr}{2\pi rL\,dr}=\frac1r.
$$

The pressure jump is now $\gamma/r$. With the same chemical potentials as before, and with wall attraction neglected,

$$
\frac{p}{p_0}=\exp\left(-\frac{\gamma V}{rRT}\right)=0.55
$$

for a 2.0 nm core. The scaling estimate, with its factor set to one, coincides with this case.

This equilibrium is unstable. If the film thickens slightly, $r$ decreases, and the pressure needed for equilibrium falls below the actual pressure. More vapour condenses, and the pore fills. In this model a core of radius 2.0 nm therefore cannot stay open above $p/p_0=0.55$ on increasing pressure, but empties near 0.30 on decreasing pressure. The value 0.55 is an upper limit for filling. Below it the film can thicken locally into a liquid bridge, over a free-energy barrier that vanishes at 0.55. For this core the barrier is about 30 times the thermal energy of one molecule at $p/p_0=0.45$ and about 9 times at 0.50, so thermal motion can fill the pore somewhat earlier. The branch of the measurement must be known before a pressure is converted into a radius.

## From pressure to radius

Taking the logarithm of the Kelvin equation and changing its sign gives

$$
\ln\frac{p_0}{p}=\frac{2\gamma V}{rRT}.
$$

Multiplying by $r$ and dividing by the logarithm then yields

$$
r=\frac{2\gamma V}{RT\ln(p_0/p)}.
$$

Suppose that a pore empties at $p/p_0=0.30$. Then $\ln(1/0.30)=1.204$, and

$$
r=\frac{2(0.028)(1.071\times10^{-4})}{(2.478\times10^3)(1.204)}\ \mathrm{m}=2.01\times10^{-9}\ \mathrm{m}.
$$

Within the model this is the core radius, 2.0 nm to the accuracy of the data. If the film on the wall has thickness $t$, the radius of the empty pore is $r+t$. The thickness has to be found separately, since the Kelvin equation does not contain it.

The length must also be a radius. If 2.0 nm were the diameter of the meniscus, $r$ would be 1.0 nm and the exponent would double. The relative pressure would then be $0.298^2=0.089$. That value is only formal. The liquid would be under a tension of 56 MPa, where it is no longer nearly incompressible, and the bubble barrier derived below would fall to about 28 times the thermal energy of one molecule. The Kelvin equation is not reliable for pores this narrow.

## How far the answer can be trusted

**Surface tension.** Write $x=p/p_0$ and let $E=2\gamma V/(rRT)$ be the magnitude of the exponent, so that $x=e^{-E}$. Since $E$ is proportional to $\gamma$, a small change $\delta\gamma$ gives

$$
\frac{\delta x}{x}=-\delta E=-E\,\frac{\delta\gamma}{\gamma}.
$$

For $\delta\gamma=1$ mN/m this is $-1.211/28=-0.043$, a decrease of about 0.013 in $x$. Direct evaluation gives 0.311 at 27 mN/m and 0.285 at 29 mN/m. Rounding the surface tension to two figures therefore matters far more than dropping $V(p-p_0)$.

**Expansion of the liquid.** A liquid under tension expands. Let its compressibility be $\kappa=0.9$ GPa$^{-1}$, again a rough value. At a tension of 28 MPa, or 0.028 GPa, its volume is larger by the fraction $0.9\times0.028=0.025$. The chemical potential involves the volume averaged over the path from nearly zero pressure to full tension, which is larger by about half of this, 0.0125. The exponent grows by the same fraction, so $x$ falls by the fraction $1.211\times0.0125\simeq0.015$. The numerical solution with a compressible liquid gives 0.293 in place of 0.298, in agreement with this estimate. Here $\kappa$ is taken as constant, whereas it rises under tension. A bulk modulus that falls by ten times the applied tension raises the expansion to about 0.03 and leaves $x$ at 0.293.

**Small radii.** A meniscus of radius 2 nm spans only a few molecules. The surface tension may then differ from its flat-surface value, and the attraction of the wall may reach much of the liquid. Neither effect is calculated here, so 0.30 is a continuum result whose error from these sources is not known.

**Pore shape.** The derivation assumes that a pore empties by the retreat of its meniscus. A vapour bubble inside the stretched liquid would be in equilibrium at the radius $2\gamma/(p-p_l)=r$, and a larger bubble would grow. A cylindrical core of radius $r$ has no room for a larger spherical bubble, but a wide cavity behind a narrow neck does. If a bubble forms there first, the cavity empties before the meniscus in the neck retreats, and the emptying pressure no longer gives the neck radius.

To grow, a bubble inside the liquid must first reach the radius $r$. This costs its surface energy less the work done by the pressure jump:

$$
4\pi r^2\gamma-\frac{4\pi r^3}{3}\,\frac{2\gamma}{r}=\frac{4\pi\gamma r^2}{3}.
$$

For $r=2.0$ nm this is $4.7\times10^{-19}$ J, or about 114 times the thermal energy $k_BT$, where $k_B$ is the Boltzmann constant. Thermal motion alone is then very unlikely to form the bubble. The barrier falls as $r^2$, so this route matters more for narrower necks, which hold the liquid to lower pressures.

The numerical output below lists the inputs and the computed values to more digits than the rough data justify, so that the small corrections can be seen.

## Numbers as computed

```
temperature: 298 K
meniscus radius: 2.0 nm
surface tension (rough input): 28 mN/m
liquid density (rough input): 0.86 g/cm^3
saturation pressure (rough input): 3.8 kPa
compressibility (rough input): 0.9 1/GPa
gas constant: 8.3145 J/(mol K)
molar mass: 92.14 g/mol
molar volume: 107.1 cm^3/mol
R T: 2477.7 J/mol
r dA/dV, emptying pore: 2.0000 (no unit)
r dA/dV, deformed hemisphere: 2.0000 (no unit)
r dA/dV, cap of half height: 1.6612 (no unit)
r dA/dV, cylindrical film: 1.0000 (no unit)
pressure jump 2 gamma/r: 28.0 MPa
liquid pressure: -28.0 MPa
2 gamma V/r: 2999.9 J/mol
Kelvin exponent, magnitude: 1.2108 (no unit)
relative pressure, Kelvin: 0.2980 (no unit)
relative pressure, full balance: 0.2979 (no unit)
bound on neglected logarithm: 1.64e-04 (no unit)
vapour pressure: 1.13 kPa
relative pressure, r = 1 nm: 0.0888 (no unit)
relative pressure, cylindrical film: 0.5458 (no unit)
relative pressure, gamma = 27 mN/m: 0.3111 (no unit)
relative pressure, gamma = 29 mN/m: 0.2854 (no unit)
relative pressure, expanding liquid: 0.2934 (no unit)
target relative pressure for inversion: 0.30 (no unit)
radius from inverted Kelvin equation: 2.011 nm
radius from full-balance search: 2.011 nm
```
